\section*{Equal Transmittance Does Not Imply Equal Reflectance in an Absorbing Multilayer}

\section{The claim and what is true instead}

Turn a partially transmitting multilayer mirror around in a beam. It is tempting to expect the same transmittance and the same reflectance, both on the ground of reciprocity. The first expectation is right for the stacks considered here. The second is wrong in general: if the stack absorbs and is not mirror-symmetric, its reflectances usually differ. With $R$, $T$ and $A$ for reflectance, transmittance and absorptance, and subscripts $f$ and $b$ for light striking the front and the back,
\begin{equation}
T_f=T_b=T,\qquad R_f-R_b=A_b-A_f .
\label{eq:result}
\end{equation}
For the zirconium-based film worked out below, $T=0.371$ from either side, while $R_f=0.302$ and $R_b=0.206$.

The belief has a sound core. In a lossless stack $R=1-T$ on each side, so equal transmittances do force equal reflectances. But that step uses energy conservation without absorption, and reciprocity alone does not supply it. Reciprocity concerns the exchange of source and detector. In a transmission experiment the exchange sends light through the stack the other way. In a reflection experiment source and detector are on the same side, and after the exchange they are still on that side. The back reflectance is a different experiment.

\section{Why the transmissions agree}

Let the stack fill $0<z<L$, with vacuum on both sides. It is planar, linear, passive and non-magnetic, with a scalar relative permittivity $\varepsilon(z)=\varepsilon'+i\varepsilon''$ and $\varepsilon''\ge0$. The time factor is $e^{-i\omega t}$, so an absorbing layer has index $n+ik$ with $k>0$. Both experiments use the same wavelength $\lambda$, angle of incidence $\theta$ and polarization. Write $k_0=2\pi/\lambda$, $k_x=k_0\sin\theta$ and $q=k_0\cos\theta$.

For s polarization the electric field is $E(z)e^{ik_xx}$, with
\begin{equation}
E''+(k_0^2\varepsilon-k_x^2)E=0 ,
\label{eq:wave}
\end{equation}
and $E$ and $E'$ are continuous at every interface. Only $k_x^2$ appears, so reversing the direction along $x$ changes nothing. Take two solutions, each with a unit incident wave:
\begin{align}
E_f&=\begin{cases}e^{iqz}+r_fe^{-iqz},&z\le0,\\ t_fe^{iq(z-L)},&z\ge L,\end{cases}\\
E_b&=\begin{cases}t_be^{-iqz},&z\le0,\\ e^{-iq(z-L)}+r_be^{iq(z-L)},&z\ge L.\end{cases}
\end{align}
Each reflection amplitude refers to the face that is struck. Define $W=E_fE_b'-E_f'E_b$. The first-derivative products cancel in $W'$, and \eqref{eq:wave} gives
\begin{equation}
W'=E_fE_b''-E_f''E_b
=-(k_0^2\varepsilon-k_x^2)(E_fE_b-E_fE_b)=0 .
\end{equation}
No complex conjugate has been taken, so this holds for complex $\varepsilon$. At the two faces,
\begin{align}
W(0)&=(1+r_f)(-iqt_b)-iq(1-r_f)t_b=-2iq\,t_b,\\
W(L)&=t_f[-iq(1-r_b)]-iqt_f(1+r_b)=-2iq\,t_f .
\end{align}
Hence $t_f=t_b\equiv t$, in phase as well as in magnitude. Both reflection amplitudes have dropped out, so this relation places no condition on them.

For p polarization the magnetic field obeys $(H'/\varepsilon)'+(k_0^2-k_x^2/\varepsilon)H=0$, with $H$ and $H'/\varepsilon$ continuous. The quantity $(H_fH_b'-H_f'H_b)/\varepsilon$ is then constant by the same cancellation. Since $\varepsilon=1$ outside, its face values have the same form, and again $t_f=t_b$.

The assumptions matter. The proof uses one and the same scalar $\varepsilon(z)$ for both directions. It does not cover a magnetically biased medium, a permittivity that varies in time, or a film whose response depends on the beam intensity.

\section{What absorption does to the reflectances}

Energy balance does need the complex conjugate. The derivations in this section and the next are written for s polarization, which includes normal incidence. For two solutions $u,v$ of \eqref{eq:wave}, let $J=u^*v'-(u^*)'v$. Then
\begin{align}
J'&=u^*v''-(u^*)''v\nonumber\\
&=-(k_0^2\varepsilon-k_x^2)u^*v+(k_0^2\varepsilon^*-k_x^2)u^*v
=-2ik_0^2\varepsilon''u^*v .
\label{eq:flux}
\end{align}
First set $u=v=E_f$. At the front face,
\begin{equation}
J(0)=iq\left[(1+r_f^*)(1-r_f)+(1-r_f^*)(1+r_f)\right]=2iq(1-R_f),
\end{equation}
because the terms linear in $r_f$ cancel. At the back face $J(L)=2iqT$. Integrating \eqref{eq:flux} gives $2iq(T-1+R_f)=-2ik_0^2\int\varepsilon''|E_f|^2dz$. For $u=v=E_b$ the fluxes run the other way, $J(0)=-2iqT$ and $J(L)=-2iq(1-R_b)$. The two balances are therefore
\begin{equation}
A_{f,b}=1-R_{f,b}-T=\frac{k_0^2}{q}\int_0^L\varepsilon''|E_{f,b}|^2dz .
\label{eq:absorption}
\end{equation}
Subtracting them removes the common $T$:
\begin{equation}
R_f-R_b=\frac{k_0^2}{q}\int_0^L\varepsilon''\left(|E_b|^2-|E_f|^2\right)dz .
\label{eq:difference}
\end{equation}
The side from which the field heats the absorbing layers less is the side with the higher reflectance.

Two special cases follow at once. If $\varepsilon''=0$ everywhere, $R_f=R_b$ however asymmetric the stack is. If $\varepsilon(z)=\varepsilon(L-z)$, the two experiments are mirror images and $r_f=r_b$ however strongly the stack absorbs. A difference thus requires both loss and asymmetry. These conditions are necessary but not sufficient, since the two integrals can still happen to agree.

For weak loss, the fields in \eqref{eq:difference} may be replaced by those of the same stack with every $k$ set to zero. The prefactor $\varepsilon''=2nk$ is already first order in $k$, so the change in the fields enters at second order. The real part $\varepsilon'=n^2-k^2$ also changes at second order. In general, then, the reflectance difference begins linearly with absorption.

\section{A bound, and the phases}

Now set $u=E_f$ and $v=E_b$ in \eqref{eq:flux}. The face values are
\begin{align}
J(0)&=(1+r_f^*)(-iqt)+iq(1-r_f^*)t=-2iq\,r_f^*t,\\
J(L)&=t^*[-iq(1-r_b)]+iqt^*(1+r_b)=2iq\,t^*r_b,
\end{align}
so that
\begin{equation}
r_f^*t+t^*r_b=-\frac{k_0^2}{q}\int_0^L\varepsilon''E_f^*E_b\,dz .
\label{eq:mixed}
\end{equation}
Without loss and with $t\ne0$, $r_b=-r_f^*t/t^*$. The magnitudes agree, but the phases generally do not. Even there, equal reflectance does not mean equal reflection amplitude.

With loss, the Cauchy--Schwarz inequality, with $\varepsilon''\ge0$ as weight, bounds the right side of \eqref{eq:mixed} by $\sqrt{A_fA_b}$. The left side is at least $|t|\,\big||r_f|-|r_b|\big|$. Therefore
\begin{equation}
\sqrt{T}\,\left|\sqrt{R_f}-\sqrt{R_b}\right|\le\sqrt{A_fA_b}.
\label{eq:bound}
\end{equation}
Low absorption from both sides already makes the two reflectances nearly equal, by \eqref{eq:result}. The bound adds that, in a stack that transmits well, low absorption from one side alone is enough. If $T$ is small compared with $A_fA_b$, the bound loses its force, and the two faces can have very different reflectances. This can happen even when one absorptance is small, as for a good mirror with an absorber behind it.

\section{A zirconium-based beam splitter}

Consider a free-standing film at $13.5$ nm and normal incidence. From the front it has 20 periods, each of $2.50$ nm Zr followed by $4.35$ nm of a light spacer, and then a $50$ nm Zr support:
\begin{equation}
L=20(2.50+4.35)+50=187\ \text{nm}.
\end{equation}
The indices are rough, rounded values: $0.96+0.004i$ for Zr and $1.00+0.002i$ for the model spacer. Solving the layer equations gives
\begin{align}
A_f&=1-0.3021-0.3711=0.327,\\
A_b&=1-0.2058-0.3711=0.423,\\
R_f-R_b&=0.423-0.327=0.096 .
\end{align}
Integrating the internal fields according to \eqref{eq:absorption} gives the same two absorptances. The front reflectance is $1.47$ times the back one. For equal incident power, the film takes up about 29\% more heat when lit from the back.

The cause can be followed beam by beam. Let the multilayer alone, in vacuum, have amplitudes $r_{mf}$, $r_{mb}$ and $t_m$, and let the support alone have $r_s$ and $t_s$. Imagine a vacuum gap of zero thickness between them. Light from the front either reflects at once, or enters the gap, reflects from the support and leaves after any number of further round trips:
\begin{equation}
r_f=r_{mf}+t_m^2r_s\sum_{j=0}^{\infty}(r_sr_{mb})^j
=r_{mf}+\frac{t_m^2r_s}{1-r_sr_{mb}} .
\end{equation}
The same count from the back, and for transmission, gives
\begin{equation}
r_b=r_s+\frac{t_s^2r_{mb}}{1-r_sr_{mb}},\qquad
t=\frac{t_mt_s}{1-r_sr_{mb}} .
\end{equation}
The transmission is symmetric in the two parts. The reflections are not: $t_s^2$ multiplies the main term of $r_b$ but is absent from $r_f$.

A vacuum--Zr surface reflects an amplitude of only $0.021$. Neglecting such reflections, $r_s\approx0$ and $|t_s|^2\approx e^{-\alpha d}$, where $d=50$ nm and
\begin{equation}
\alpha=\frac{4\pi k}{\lambda}=\frac{4\pi(0.004)}{13.5\ \text{nm}}=0.00372\ \text{nm}^{-1},
\qquad e^{-\alpha d}=0.830 .
\end{equation}
The multilayer alone has $R_{mf}=0.296$, $R_{mb}=0.292$ and $T_m=0.452$, so
\begin{align}
R_b&\approx R_{mb}e^{-2\alpha d}=0.2917\times0.6891=0.201,\\
T&\approx T_me^{-\alpha d}=0.4522\times0.8301=0.375 .
\end{align}
The full values are $0.206$ and $0.371$. How close the estimate comes depends on the support thickness, because the neglected surface reflections interfere: at $52$ nm the estimate of $R_b$ is $0.198$ and the full value $0.222$. Light reflected to the back has crossed the support twice; transmitted light has crossed it once, whichever way it went.

The same approximation locates the heat. From the front, the multilayer absorbs $1-0.2964-0.4522=0.251$ and the support absorbs $0.4522(1-0.8301)=0.077$, a total of $0.328$. From the back, the support absorbs $0.1699$ of the incoming light and the same fraction of the light returned by the multilayer, while the multilayer receives a beam already weakened to $0.8301$:
\begin{align}
A_{\rm support}&\approx0.1699(1+0.8301\times0.2917)=0.211,\\
A_{\rm multilayer}&\approx0.8301(1-0.2917-0.4522)=0.213 .
\end{align}
Their sum, $0.424$, is close to the full $0.423$. The extra heat is in the support, which meets the beam before the multilayer has reflected or absorbed any of it.

\section{Limits that separate the causes}

Setting every $k$ to zero while keeping the asymmetric geometry gives $R_f=R_b=0.399$ and $T=0.601$. Restoring the loss but making the film symmetric also removes the difference. With one extra spacer in front of the 20 periods and $25$ nm of Zr on each outer face, both reflectances are $0.275$. These cases were computed by integrating the wave equation separately from each side.

The first-order estimate from the lossless fields is $R_f-R_b\approx0.153$, about 59\% above the full $0.096$. The film is therefore well outside the weak-loss regime. When all $k$ are multiplied by $0.001$, the difference divided by that factor is also $0.153$, which confirms the linear start. The bound \eqref{eq:bound} reads $0.058\le0.372$ for the full film. It is satisfied, but it is far too loose to estimate the difference.

A much thicker support, with the multilayer held fixed, makes the contrast stronger. The growth is not steady: weak reflections at the support's faces add an interference ripple, and from $50$ to $52$ nm the difference $R_f-R_b$ falls slightly, from $0.096$ to $0.092$. At $200$ nm, $R_f=0.310$, $R_b=0.079$ and $T=0.208$. At $3000$ nm, $T$ is about $6\times10^{-6}$ and $R_b=0.0004$, the reflectance of a single vacuum--Zr surface, while $R_f=0.306$. The multilayer can no longer be seen from behind, yet the tiny transmittances still agree.

Accidental equality also occurs. Stretch both layers of the period in proportion, keeping the $50$ nm support, the indices and the wavelength fixed. A scan of periods from $5.48$ to $8.22$ nm finds seven crossings of $R_f$ and $R_b$. The one with the highest reflectance is at $7.17$ nm, where both reflectances are $0.0048$ and $T=0.549$. The film absorbs about $0.45$ of the light from either side. Equal reflectances at one design point therefore prove neither symmetry nor absence of loss.

Nor is the effect special to normal incidence. At $30^\circ$, far from the reflection peak, $R_f=0.0035$ and $R_b=0.0017$ for s polarization, with $T=0.539$ from both sides. For p polarization the reflectances are $0.0007$ and $0.0003$, with $T=0.537$ from both sides.

\section{The model beside a real film}

Thin free-standing zirconium films serve as EUV filters, and a total thickness near $200$ nm is realistic for them. The reflectance of $0.30$ is low beside that of EUV projection mirrors, which reach roughly two thirds; those mirrors sit on thick opaque substrates and have no useful back port. Real films break the assumption of clean, sharp boundaries. Grading the inner interfaces with an rms width of $0.5$ nm lowers $R_f-R_b$ from $0.096$ to $0.083$. Adding $2$ nm of a model oxide, index $0.97+0.01i$, to both faces lowers it to $0.076$, the largest change among the effects sized here for the $50$ nm support. That ranking is specific to this geometry: the same oxide lowers the difference by $0.030$ for a $48$ nm support but by only $0.006$ for a $52$ nm one, and oxide on the back face alone raises it to $0.102$. Raising all values of $1-n$ by 10\% increases it to $0.113$, and raising all $k$ by 10\% increases it to $0.101$. Incidence at $6^\circ$, a 2\% bandwidth with fixed indices, and a $300$ K temperature rise with an assumed expansion of $10^{-5}$ per kelvin each shift it by less than $0.004$. In every one of these variants the two transmittances agree and the front remains the better reflector. Diffuse scattering from rough interfaces is not included.

For a beam splitter of this design, used near its reflection peak, the support should therefore face away from the source if high reflectance and low heating are wanted. Away from the peak the order of the two reflectances can reverse, as it does with fixed indices near $14.1$ nm or near $17^\circ$ incidence. Transmittance gives no reason to prefer either orientation. A measurement of $T$ from one side can stand for the other under the assumptions above, but $R$ has to be measured on the side that will be used. Combining the front reflectance with the common transmittance would put the back absorptance at $0.327$ instead of $0.423$. The full set of values is in the numerical output that follows.

\section*{Computed values}
\begin{verbatim}
wavelength 13.5 nm; periods 20; support 50.0 nm
Zr layer 2.5 nm, index (0.96+0.004j); spacer 4.35 nm, index (1+0.002j)
total thickness 187.0 nm
R front 0.30207, R back 0.20575, difference 0.09633
R front / R back 1.4682
T front 0.37106, T back 0.37106, |t_f - t_b| 6.5e-16
A front 0.32687, A back 0.42320
loss integrals: front 0.32687, back 0.42320
quadrature shift, 24 to 48 nodes per layer 2.5e-13
largest amplitude gap, wave integration vs matrices 3.0e-10
bound: left side 0.05849, |mixed term| 0.06677, right side 0.37193
first-order difference 0.15321; full 0.09633
slope at loss factor 0.001: 0.15314
lossless asymmetric: R front 0.39890, R back 0.39890, T 0.60110
absorbing symmetric: R front 0.27520, R back 0.27520, T 0.34475
0 deg s: R front 0.30207, R back 0.20575, T front 0.37106, T back 0.37106
30 deg s: R front 0.00346, R back 0.00167, T front 0.53926, T back 0.53926
30 deg p: R front 0.00072, R back 0.00034, T front 0.53676, T back 0.53676
Zr absorption coefficient 0.003723 per nm
support: one-pass factor 0.8301, two-pass factor 0.6891
vacuum-Zr surface: |amplitude| 0.02051, R 0.000421
attenuation estimate of R back 0.20099; full 0.20575
support 0 nm: R front 0.29643, R back 0.29167, T 4.522e-01
support 50 nm: R front 0.30207, R back 0.20575, T 3.711e-01
support 100 nm: R front 0.30739, R back 0.14989, T 3.043e-01
support 200 nm: R front 0.31032, R back 0.07895, T 2.079e-01
support 3000 nm: R front 0.30558, R back 0.00042, T 6.234e-06
accidental equality: period 7.1688 nm, R 0.004825, T 0.54869
number of equalities for periods 5.48 to 8.22 nm: 7
interdiffusion, 0.5 nm rms: R front 0.2583, R back 0.1754, T 0.4023, difference 0.0829
2 nm oxide on both faces: R front 0.2836, R back 0.2081, T 0.3504, difference 0.0756
6 degree incidence, s: R front 0.2976, R back 0.1979, T 0.3773, difference 0.0997
2 % full bandwidth: R front 0.2934, R back 0.2001, T 0.3764, difference 0.0933
all k raised by 10 %: R front 0.2941, R back 0.1928, T 0.3535, difference 0.1013
all 1-n raised by 10 %: R front 0.3455, R back 0.2327, T 0.3418, difference 0.1128
300 K heating at 1e-5 per K: R front 0.3003, R back 0.2068, T 0.3687, difference 0.0935
slicing shift, 0.1 to 0.05 nm 1.0e-04
largest change of the difference: 2 nm oxide on both faces
\end{verbatim}
